Why the Gaunt interaction misses only orbit-orbit coupling at order c⁻²

Consider one Dirac electron and the operator α·∇f, where f(x) is an ordinary real function of position x. In atomic units the electron couples to a vector potential through α, so α·∇f represents coupling to a vector potential that is a pure gradient. Such a potential has no curl and therefore no magnetic field, and a slow electron should have nothing for its spin to feel. The algebra confirms this in a few lines.

The matrices α have σ in their off-diagonal blocks and zeros elsewhere, so α connects the upper component φ of a spinor with its lower component η. For a positive-energy state with energy c² + ε in a potential V, the lower row of the Dirac equation reads

(2c² + ε − V) η = c σ·p φ.

When ε and V are small compared with c² where the electron is found, this gives

η = σ·p φ/(2c),

with corrections of relative order c⁻². The normalization of φ also changes only at that relative order. Write s = σ·p. For any function f, the matrix element of α_i f between two such states has one term with the lower component on the left and one with it on the right. Since s is Hermitian,

α_i f → (1/2c)(s σ_i f + σ_i f s) = (1/2c){s, σ_i f}.

Here and below the arrow means "has the same matrix elements, at leading order, as the following operator between upper components". For the gradient coupling, [s, f] = −iσ·∇f, so σ·∇f = i[s, f] and

α·∇f → (i/2c){s, [s, f]}.

Multiplying out, {s, [s, f]} = s²f − sfs + sfs − fs² = [s², f]. Without an external magnetic field the components of p commute, so s² = σ_iσ_j p_i p_j = p². Repeated indices are summed. The result is

α·∇f → (i/2c)[p², f],

and the spin has gone. The gauge term of the Breit interaction is this gradient coupling applied to two electrons at once.

Let r be the vector r1 − r2 between the electrons, with components r_i. When r stands for a number, as in 1/r, it is the length of this vector. The Breit operator is

B = −(1/2r)[α1·α2 + (α1·r)(α2·r)/r²].

It is the sum of the Gaunt operator G and the gauge term Γ:

G = −α1·α2/r,

Γ = ½[α1·α2/r − (α1·r)(α2·r)/r³].

To see the gradients in Γ, differentiate the distance. First ∂_1i r = r_i/r, and then, because r_i contains −r2,

∂_1i ∂_2j r = −(δ_ij/r − r_i r_j/r³).

Therefore Γ = −½ α1_i α2_j ∂_1i∂_2j r. Each commutator with α·p supplies a factor −i and a derivative, and (−i)² = −1, so

Γ = ½[α1·p1, [α2·p2, r]].

The operator B is used here once, to first order, between states in which both electrons have positive energy. This is a real restriction. B also connects two upper components directly with two lower components, with a matrix element of order c⁰. A second-order sum over states with two negative-energy electrons has denominators of order c², and would add further terms of order c⁻². Those terms do not belong to the reduction considered here.

The one-electron rule can now be applied to each electron in turn. An operator α1_i α2_j V_ij(r) becomes

α1_i α2_j V_ij → (1/4c²){s1, {s2, σ1_i σ2_j V_ij}}, with s1 = σ1·p1 and s2 = σ2·p2.

For Γ the Pauli operator inside is ½[s1, [s2, r]], which gives

Γ → (1/8c²){s1, {s2, [s1, [s2, r]]}}.

Because s1 and s2 act on different electrons, they commute. For any operator Y,

{s2, [s1, Y]} = s2s1Y − s2Ys1 + s1Ys2 − Ys1s2 = [s1, {s2, Y}].

Take Y = [s2, r]. The inner anticommutator is {s2, [s2, r]} = [p2², r], by the identity used for one electron. What remains is {s1, [s1, X]} with X = [p2², r], and the same identity turns it into [p1², X]. Hence

Γ → h_Γ = (1/8c²)[p1², [p2², r]].

No Pauli matrix is left. All spin dependence of B at this order must therefore already be present in G.

To find what G contains, use σ_kσ_i = δ_ki + iε_kil σ_l. In the reversed product the sign of the second term changes. Then

{s, σ_i f} = σ_kσ_i p_k f + σ_iσ_k f p_k
= {p_i, f} + iε_kil σ_l [p_k, f]
= {p_i, f} + (σ×∇f)_i.

The last line follows from [p_k, f] = −i∂_k f. The first term is a convection current and the second a spin magnetization current. With g = 1/r, applying this to electron 2 and then to electron 1 gives four terms:

h_G = −(1/4c²)[ {p1_i, {p2_i, g}} + {p2_i, (σ1×∇1g)_i} + {p1_i, (σ2×∇2g)_i} + (σ1×∇1)·(σ2×∇2)g ].

The second and third terms couple the spin of one electron to the motion of the other. Moving p2 to the right in the second term costs the divergence ∇2·(σ1×∇1g). Since ∇2 acts on g as −∇1, this is an antisymmetric symbol contracted with symmetric second derivatives, and it vanishes. The term is thus 2(σ1×∇1g)·p2. With ∇1g = −r/r³ it equals −2σ1·(r×p2)/r³. The third term follows in the same way from ∇2g = +r/r³. After multiplication by −1/4c², the spin-other-orbit operator is

h_soo = (1/2c²)[σ1·(r×p2) − σ2·(r×p1)]/r³.

For the fourth term let ∇ act on r, so that ∇1 = ∇ and ∇2 = −∇. The minus sign cancels the one in front, and the vector identity for a product of two cross products gives

h_ss = (1/4c²)[σ1·σ2 ∇² − (σ1·∇)(σ2·∇)](1/r).

The derivatives needed are

∇²(1/r) = −4πδ(r),

∂_i∂_j(1/r) = (3r_i r_j − r²δ_ij)/r⁵ − (4π/3)δ_ij δ(r).

In the second formula the regular part is to be averaged over angles first near r = 0. It is traceless, so the delta term must carry the whole trace −4πδ(r), shared equally among three directions. The contact coefficients combine as −4π + 4π/3 = −8π/3, and

h_ss = (1/4c²)[σ1·σ2/r³ − 3(σ1·r)(σ2·r)/r⁵ − (8π/3)σ1·σ2 δ(r)].

These are the complete spin-other-orbit and spin-spin operators of B, contact part included. The claim concerns B alone: the Coulomb repulsion has its own terms of order c⁻² when it is reduced, and they are not part of this comparison.

The spin-free part of G needs more care with operator order. Written out,

{p1_i, {p2_i, g}} = p1_i p2_i g + p1_i g p2_i + p2_i g p1_i + g p1_i p2_i.

The outer two products can be eliminated with the double commutator

[p1_i, [p2_i, g]] = p1_i p2_i g − p1_i g p2_i − p2_i g p1_i + g p1_i p2_i.

Its value is −∇1·∇2g = ∇²g = −4πδ(r). Consequently

h_G,oo = −(1/2c²)(p1·g p2 + p2·g p1) + (π/c²)δ(r).

For the full Breit operator the kernel is V_ij = ½(δ_ij/r + r_i r_j/r³), with an overall minus sign. Its spin-free part is −(1/4c²){p1_i, {p2_j, V_ij}}. The divergence of the kernel away from the origin is

∂_i V_ij = ½[−r_j/r³ + (3 + 1 − 3)r_j/r³] = 0.

There is no hidden delta function at r = 0 either, because V_ij grows as 1/r while the area of a small sphere shrinks as r², so the flux through it tends to zero. The momenta may then be moved through V_ij freely, all four orderings are equal, and

h_B,oo = h_G,oo + h_Γ = −(1/2c²)(1/r)[p1·p2 + r_i r_j p1_i p2_j/r²].

The contact term of the Gaunt form has disappeared. This is the complete orbit-orbit operator, and the Gaunt interaction differs from it by h_Γ.

The size and sign of the missing piece can be read from orbitals. For real orbitals a and b, integration by parts gives

⟨a|{p_i, f}|b⟩ = −i∫ f W_i d³x, with W = a∇b − b∇a,

⟨a|[p², f]|b⟩ = ∫ f ∇·W d³x.

Both vanish for a = b, so in a determinant of real orbitals the direct terms of h_G,oo and h_Γ are zero. The exchange terms survive for two electrons of equal spin. In these, electron 1 contributes W and electron 2 contributes −W, since a and b are interchanged. For G the factors are (−i)(+i) = 1, and for Γ they are (1)(−1) = −1. Exchange enters the energy with a minus sign, so a same-spin pair has

E_G = (1/4c²)∬ W(r1)·W(r2)/r d³r1 d³r2,

E_Γ = (1/8c²)∬ (∇·W)(r1) r (∇·W)(r2) d³r1 d³r2.

In Fourier space 1/r becomes 4π/k², and r becomes −8π/k⁴ because ∇²∇²r = ∇²(2/r) = −8πδ(r). The divergence becomes a multiple of k·W. With n = k/|k|,

E_G = (1/4c²)∫ (4π/k²)|W(k)|² d³k/(2π)³,

E_Γ = −(1/4c²)∫ (4π/k²)|n·W(k)|² d³k/(2π)³.

The gauge term removes the longitudinal part of the current, the part along k, and leaves the transverse part. For such a pair E_Γ therefore lies between −E_G and zero.

The lower limit is reached when a and b are both s orbitals on one centre. Then W is radial and depends only on the distance from the centre, so it is a gradient, W = ∇χ, with χ chosen to vanish at infinity. Integrating by parts in both variables and using ∇1·∇2(1/r) = 4πδ(r),

E_G = (1/4c²)·4π∫χ² d³x = (π/c²)∫χ² d³x.

The same steps with ∇²∇²r = −8πδ(r) give E_Γ = −(π/c²)∫χ² d³x. The sum is zero: a spherically symmetric radial current has no transverse part. The Gaunt orbit-orbit energy of this pair is wholly spurious.

The mean-field model of the lithium ground state 1s²2s gives a numerical example, since all its occupied orbitals are s functions. A restricted open-shell Hartree-Fock calculation with 13 s Gaussians gives a total energy of −202.25 eV and mean radii of 0.303 angstrom for 1s and 2.051 angstrom for 2s. One pair has equal spins, one electron in 1s and one in 2s. For it ∫χ² d³x = 0.02067 angstrom⁻³. The prefactor π/c², converted to these units, is 6.746 × 10⁻⁴ eV angstrom³, so

E_G = 6.746 × 10⁻⁴ × 0.02067 eV = 1.394 × 10⁻⁵ eV,

or 5.12 × 10⁻⁷ hartree. The double commutator, evaluated separately, gives −1.394 × 10⁻⁵ eV.

The spin-dependent energy has one surviving source. The state has zero orbital angular momentum, while the orbital factors in h_soo and in the dipolar part of h_ss are tensors of rank one and two, whose expectation values vanish in such a state. The contact term remains. When two electrons meet, antisymmetry requires their spins to form a singlet, where σ1·σ2 = −3. The contact operator then becomes

−(1/4c²)(8π/3)(−3)δ(r) = (2π/c²)δ(r).

In the determinant, the expectation value of δ(r) summed over pairs is ∫ρ↑ρ↓ d³x, where ρ↑ and ρ↓ are the densities of the two spin directions. The computed integral is 5.292 angstrom⁻³, and therefore

E_contact = 2 × 6.746 × 10⁻⁴ × 5.292 eV = 7.140 × 10⁻³ eV,

or 2.624 × 10⁻⁴ hartree. Within the mean-field model, the total Gaunt energy is 7.154 × 10⁻³ eV and the total Breit energy is 7.140 × 10⁻³ eV. The Gaunt value of the model is too large by 0.195 percent of its Breit value. A somewhat denser basis changes ∫χ² by about 0.02 percent and the contact integral by about 0.003 percent, relative to the first basis. At the basis limit, reached with about 30 s Gaussians, the contact integral is about 0.005 percent larger than in the first basis. This moves several last digits: the contact integral becomes 5.293 angstrom⁻³, the contact and total Breit energies 7.141 × 10⁻³ eV, the total Gaunt energy 7.155 × 10⁻³ eV, and the 2s radius 2.050 angstrom, while the 0.195 percent stays. These small changes concern the basis alone. Electron correlation is absent from the model. It lowers the contact energy by more than a fifth, because it keeps electrons of opposite spin apart, and in relative terms it changes the orbit-orbit energies far more. It mixes in configurations in which a pair of electrons has moved to other orbitals. The orbit-orbit operators connect such configurations directly with 1s²2s, so they contribute at first order in the mixing coefficient. In lithium these contributions reverse the sign of the gauge energy and make it more than ten times larger in magnitude. The Gaunt orbit-orbit and gauge terms still cancel as long as only s orbitals take part, but not once p orbitals are mixed in. The 0.195 percent is therefore a property of the determinant and not an estimate for the real atom.

A pair with an s and a p orbital shows the difference. Take oscillator functions of equal width, a = exp(−x²/2) and b = z exp(−x²/2), where x is the distance from the centre in units of the oscillator length. The terms containing the gradient of the exponential cancel in W, which leaves

W = exp(−x²) e_z,

with e_z the unit vector along z. Its Fourier transform points along z and depends on the length of k alone, so the longitudinal share is the average of cos²θ over the sphere, which is 1/3. Hence E_Γ/E_G = −1/3, and two thirds of the Gaunt orbit-orbit energy is genuine. Evaluating the two position-space integrals gives −0.333333.

The numerical check tests the operator identities away from r = 0 on a two-electron spinor. It also tests the lithium energies, contact terms included, against a momentum-space calculation that keeps the lower components and Pauli matrices explicit.

The neglected corrections can be seen by replacing the leading-order spinors with computed Dirac orbitals. For a same-spin 1s2s pair around a bare nucleus of charge 3, the gauge energy differs from its c⁻² limit by 3.3 × 10⁻⁴ of that limit. Doubling c in the calculation reduces the difference to 8.2 × 10⁻⁵, and doubling it again to 2.1 × 10⁻⁵. Each doubling divides it by about four, as a correction of relative order c⁻² should behave. For heavy nuclei V/c² is no longer small in the inner shells, and the separation into spin-free gauge term and spin-dependent Gaunt term, which rests on η = σ·pφ/(2c), then loses its accuracy.

Computed results

```
speed of light c = 137.035999 a.u.
operator identity, gauge: max deviation = 1.3e-16 a.u.
operator identity, Gaunt: max deviation = 7.5e-17 a.u.
operator identity, full orbit-orbit: max dev. = 1.1e-16 a.u.
Li basis: 13 s Gaussians, exponent ratio = 2.6
Li basis: smallest exponent = 0.07142 angstrom^-2
Li ROHF total energy = -202.2515 eV
Li ROHF total energy = -7.432607 hartree
mean radius 1s = 0.3033 angstrom
mean radius 2s = 2.0507 angstrom
integral of chi^2 = 0.02067 angstrom^-3
integral of rho_up*rho_down = 5.2924 angstrom^-3
prefactor pi/c^2 = 6.74582e-04 eV angstrom^3
Gaunt orbit-orbit energy = 1.39446e-05 eV
Gaunt orbit-orbit energy = 5.12456e-07 hartree
gauge energy, double commutator = -1.39446e-05 eV
gauge energy, double commutator = -5.12456e-07 hartree
contact spin-spin energy = 7.14026e-03 eV
contact spin-spin energy = 2.62400e-04 hartree
total Gaunt, four-component form = 7.15420e-03 eV
total gauge, four-component form = -1.39446e-05 eV
total Breit, four-component form = 7.14026e-03 eV
Gaunt excess over Breit = 0.195 percent
denser basis: change of chi^2 integral = -0.0162 percent
denser basis: change of contact = 0.0026 percent
Z=3 Dirac 1s2s, 1 x c: rel. deviation of gauge = 3.294e-04
Z=3 Dirac 1s2s, 2 x c: rel. deviation of gauge = 8.234e-05
Z=3 Dirac 1s2s, 4 x c: rel. deviation of gauge = 2.058e-05
s-p oscillator pair: gauge/Gaunt orbit-orbit = -0.333333
```
